\section*{Thermionic saturation current of a metal–semiconductor contact}

\section{The problem}

A metal makes a flat contact with an n-type semiconductor. An electron in the metal that is to enter the semiconductor must first surmount an energy barrier $\phi=0.60\ \mathrm{eV}$, measured from the Fermi level of the metal to the conduction-band edge at the interface, where that edge is highest. The Richardson constant of the contact is $A=120\ \mathrm{A\,cm^{-2}\,K^{-2}}$ and the temperature is $T=300\ \mathrm{K}$.

\begin{enumerate}
\item What is the thermionic saturation current density $J_s$?
\item What saturation current flows through a square contact of side $100\ \mu\mathrm{m}$?
\item How much does $J_s$ change if the barrier is wrong by $10\ \mathrm{meV}$, or the temperature by $1\ \mathrm{K}$?
\end{enumerate}

The numbers are round model parameters and belong to no particular material. The model makes four assumptions.

\begin{itemize}
\item The conduction band is parabolic and isotropic, with the free-electron mass $m$.
\item Every electron that arrives at the top of the barrier moving towards the other side gets across, and no electron crosses below the top. Reflection and tunnelling are thus left out.
\item Electrons are not scattered on their way over the barrier, and each side keeps its own thermal occupation.
\item The barrier $\phi$ depends neither on the applied voltage nor on temperature.
\end{itemize}

The elementary charge is $q>0$, and $J_s$ is a positive magnitude. The ratio $\phi/kT$ is a pure number, so $k$ is taken in $\mathrm{eV/K}$ when $\phi$ is in $\mathrm{eV}$. Where $k$ stands together with $m$ and $h$, all quantities are in SI units.

\section{A first estimate by scaling}

A current density is charge times number density times speed. Electrons at the top of the barrier have a thermal momentum of order $\sqrt{mkT}$ and a speed of order $\sqrt{kT/m}$. Momentum space up to that size holds about $(mkT)^{3/2}/h^3$ states per unit volume, and each is occupied with a probability of about $e^{-\phi/kT}$. Therefore
\begin{equation}
J_s\sim q\,\frac{(mkT)^{3/2}}{h^3}\sqrt{\frac{kT}{m}}\;e^{-\phi/kT}
=\frac{qmk^2}{h^3}\,T^2e^{-\phi/kT}.
\label{eq:scaling}
\end{equation}
One power of $T$ and a half come from the number of states, and the remaining half comes from the speed. Scaling cannot supply the pure number in front. Here the given constant $A$ supplies it, and the estimate becomes $J_s\approx AT^2e^{-\phi/kT}$.

The exponential can be judged without a calculator. At room temperature $kT$ is about $0.026\ \mathrm{eV}$. A factor of ten in the exponential needs a barrier change of $kT\ln 10\approx 2.3\times 0.026\ \mathrm{eV}\approx 60\ \mathrm{meV}$. A barrier of $600\ \mathrm{meV}$ is ten such steps, so the exponential is about $10^{-10}$. With $AT^2=120\times 300^2=1.08\times10^{7}\ \mathrm{A/cm^2}$,
\begin{equation}
J_s\approx 1.08\times10^{7}\times10^{-10}\ \mathrm{A/cm^2}\approx 1.1\ \mathrm{mA/cm^2}.
\label{eq:estimate}
\end{equation}

\section{The exact solution of the model}

\subsection{The flux over the barrier}

Let $x$ point from the metal into the semiconductor, and let $\mathbf p$ be the momentum of an electron at the top of the barrier. Its energy, counted from the Fermi level of the metal, is
\begin{equation}
E=\phi+\frac{p_x^2+p_y^2+p_z^2}{2m}.
\end{equation}
A momentum element $d^3p$ holds $2\,d^3p/h^3$ states per unit volume, the 2 being for spin. States with $p_x>0$ are filled from the metal and carry its Fermi occupation $f(E)=1/(e^{E/kT}+1)$. In unit time, the electrons that cross a unit area are those within a distance $v_x=p_x/m$ of it. The magnitude of the current density from the metal is therefore
\begin{equation}
J_{\mathrm m}=\frac{2q}{h^3}\int_{p_x>0}\frac{p_x}{m}\,f(E)\,d^3p .
\label{eq:flux}
\end{equation}

All the energies in the integral satisfy $E\ge\phi$, and $\phi$ is many times $kT$. The 1 in the denominator of $f$ is then negligible and $f\approx e^{-E/kT}$; the error is worked out below. The exponential factorizes:
\begin{equation}
J_{\mathrm m}=\frac{2q}{h^3}\,e^{-\phi/kT}
\left[\int_0^\infty\frac{p_x}{m}\,e^{-p_x^2/2mkT}dp_x\right]
\left[\iint e^{-(p_y^2+p_z^2)/2mkT}dp_y\,dp_z\right].
\label{eq:factors}
\end{equation}

In the first bracket, take the normal kinetic energy $E_x=p_x^2/2m$ as the variable. Since $dE_x=(p_x/m)\,dp_x$,
\begin{equation}
\int_0^\infty\frac{p_x}{m}\,e^{-p_x^2/2mkT}dp_x=\int_0^\infty e^{-E_x/kT}dE_x=kT .
\label{eq:normal}
\end{equation}
In the second bracket, use polar coordinates with $p_\perp^2=p_y^2+p_z^2$, and then $u=p_\perp^2/2m$, for which $p_\perp dp_\perp=m\,du$:
\begin{equation}
\int_0^\infty 2\pi p_\perp e^{-p_\perp^2/2mkT}dp_\perp
=2\pi m\int_0^\infty e^{-u/kT}du=2\pi mkT .
\label{eq:transverse}
\end{equation}
The product is
\begin{equation}
J_{\mathrm m}=\frac{2q}{h^3}\,(kT)(2\pi mkT)\,e^{-\phi/kT}=A\,T^2e^{-\phi/kT},
\qquad A=\frac{4\pi qmk^2}{h^3}.
\label{eq:richardson}
\end{equation}

With the free-electron mass this constant is $120.17\ \mathrm{A\,cm^{-2}\,K^{-2}}$. The given value of 120 is the same constant rounded down by $0.14$ percent, which shows what the problem assumes about the mass. Within this model, another isotropic mass $m^*$ would multiply $A$ by $m^*/m$.

\subsection{Why this flux is a saturation current}

Equation (\ref{eq:richardson}) gives the flow in one direction. The semiconductor sends electrons the other way, and the measured current is the difference.

Far from the interface, the conduction-band edge lies lower than the barrier top by the band bending $B$. At zero bias the two Fermi levels coincide, so the bulk edge lies at $\phi-B$ above the common Fermi level. A bulk electron reaches the top only if its normal kinetic energy exceeds $B$. The transverse integral is unchanged, while the normal integral now starts at $B$:
\begin{equation}
\int_B^\infty e^{-E_x/kT}dE_x=kT\,e^{-B/kT}.
\end{equation}
The flux from the semiconductor is thus
\begin{equation}
J_{\mathrm{sc}}=AT^2\,e^{-(\phi-B)/kT}\,e^{-B/kT}=AT^2e^{-\phi/kT}=J_{\mathrm m}.
\end{equation}
The band bending cancels. A deeper bulk edge means more electrons in the bulk, but a smaller fraction of them can make the climb. The net current at zero bias is zero, as equilibrium requires.

Now apply a voltage $V$, counted positive when it raises the electron energies in the semiconductor by $qV$ relative to the metal. The bulk band edge and the semiconductor's Fermi level rise together, so the bulk electron density stays the same. The barrier top stays fixed relative to the metal, so the climb shrinks from $B$ to $B-qV$. The flux from the semiconductor is multiplied by $e^{qV/kT}$, and the flux from the metal does not change. With $J_s=AT^2e^{-\phi/kT}$, the net current density is
\begin{equation}
J=J_s\left(e^{qV/kT}-1\right),\qquad qV<B .
\label{eq:diode}
\end{equation}
The condition $qV<B$ says that there must still be something to climb. The Boltzmann form also requires that the barrier top stay several $kT$ above the semiconductor's Fermi level, that is, $\phi-qV\gg kT$. For a reverse voltage of several $kT/q$ the exponential vanishes and $J\to-J_s$: the semiconductor's electrons are held back, and the constant flux from the metal remains. This is the saturation that the problem asks about.

Direct integration of the two fluxes for $B=0.40\ \mathrm{eV}$, with the free-electron mass and hence the unrounded constant $120.17$, shows both regimes. At $V=-0.20\ \mathrm{V}$ the net current density is $-0.900\ \mathrm{mA/cm^2}$, and, with the barrier held fixed as the model assumes, a larger reverse voltage would hardly change it, since $e^{qV/kT}$ is already about $4\times10^{-4}$. At $V=+0.10\ \mathrm{V}$ it is $42.2\ \mathrm{mA/cm^2}$, some 47 times larger in magnitude.

\subsection{The numbers}

The thermal energy and the exponent are
\begin{align}
kT&=8.617333\times10^{-5}\times300\ \mathrm{eV}=0.025852\ \mathrm{eV},\\
\frac{\phi}{kT}&=\frac{0.60}{0.025852}=23.209 .
\end{align}
The two factors of $J_s$ are
\begin{align}
e^{-23.209}&=8.326\times10^{-11},\\
AT^2&=120\times(300)^2\ \mathrm{A/cm^2}=1.080\times10^{7}\ \mathrm{A/cm^2}.
\end{align}
Their product answers the first question:
\begin{equation}
J_s=1.080\times10^{7}\times8.326\times10^{-11}\ \mathrm{A/cm^2}
=8.99\times10^{-4}\ \mathrm{A/cm^2}\approx0.90\ \mathrm{mA/cm^2}.
\label{eq:result}
\end{equation}

This is a current per unit area. A side of $100\ \mu\mathrm{m}$ is $1.0\times10^{-2}\ \mathrm{cm}$, so the contact area is $1.0\times10^{-4}\ \mathrm{cm^2}$, and the answer to the second question is
\begin{equation}
I_s=8.99\times10^{-4}\times1.0\times10^{-4}\ \mathrm{A}\approx 90\ \mathrm{nA}.
\end{equation}

\subsection{The error of the Boltzmann form}

The one approximation made in solving the model was $f\approx e^{-E/kT}$. It can be removed. For $E>0$ the Fermi function is a geometric series,
\begin{equation}
f(E)=\frac{e^{-E/kT}}{1+e^{-E/kT}}=\sum_{n=1}^{\infty}(-1)^{n-1}e^{-nE/kT}.
\end{equation}
The $n$th term is a Boltzmann factor at temperature $T/n$. Each of the integrals (\ref{eq:normal}) and (\ref{eq:transverse}) then gives a factor $1/n$, so that
\begin{equation}
J_{\mathrm m}=AT^2\sum_{n=1}^{\infty}\frac{(-1)^{n-1}}{n^2}e^{-n\phi/kT}
=AT^2e^{-\phi/kT}\left(1-\tfrac14e^{-\phi/kT}+\dots\right).
\label{eq:series}
\end{equation}
The terms alternate in sign and shrink, so the relative error of the Boltzmann form is at most about $\tfrac14e^{-\phi/kT}$. For the present barrier that is $2\times10^{-11}$, and (\ref{eq:result}) is unaffected.

The opposite case is a barrier comparable with $kT$. For $\phi=0.05\ \mathrm{eV}$ at $300\ \mathrm{K}$, the Boltzmann form exceeds the full flux by $3.5$ percent. In the limit $\phi\to0$ the sum becomes $1-\tfrac14+\tfrac19-\dots=\pi^2/12\approx0.82$, so the Boltzmann form is then too large by about 22 percent of the full flux. The sign has a plain reason: the Boltzmann factor exceeds the Fermi occupation at every energy, most strongly where states are well filled. Even so, the error stays below 22 percent of the full flux for every positive barrier.

\subsection{Sensitivity to barrier and temperature}

The third question is best answered with the logarithm,
\begin{equation}
\ln J_s=\ln A+2\ln T-\frac{\phi}{kT},
\end{equation}
where $\ln J_s$ and the other logarithms refer to numerical values in fixed units. Differentiation gives
\begin{equation}
\frac{\partial\ln J_s}{\partial\phi}=-\frac1{kT},\qquad
\frac{\partial\ln J_s}{\partial T}=\frac2T+\frac{\phi}{kT^2}=\frac1T\left(2+\frac{\phi}{kT}\right).
\label{eq:slopes}
\end{equation}

The first slope is $-38.7$ per eV. A change of $10\ \mathrm{meV}$ therefore multiplies or divides $J_s$ by $e^{0.387}\approx1.47$. The current density is $1.32\ \mathrm{mA/cm^2}$ for a barrier of $0.59\ \mathrm{eV}$ and $0.61\ \mathrm{mA/cm^2}$ for $0.61\ \mathrm{eV}$. Relative to $0.90\ \mathrm{mA/cm^2}$ these are changes of $+47$ and $-32$ percent. The percentages differ although the factor is the same, because the dependence is exponential.

The second slope is $(2+23.209)/300=0.084$ per kelvin. Of this, the factor $T^2$ contributes $2/300\approx0.007$ and the exponential the remaining $0.077$. At $301\ \mathrm{K}$ the current density is $0.98\ \mathrm{mA/cm^2}$, which is 9 percent higher.

\section{Comparison of the two}

The estimate (\ref{eq:estimate}) is $1.08\ \mathrm{mA/cm^2}$ before its final rounding, and the solution is $0.899\ \mathrm{mA/cm^2}$. The estimate is too high by a factor of $1.20$. Both use the same $AT^2$, so the whole difference lies in the exponential. One decade takes $59.5\ \mathrm{meV}$, not $60\ \mathrm{meV}$, and the barrier therefore spans
\begin{equation}
\frac{23.209}{\ln10}=10.08
\end{equation}
decades instead of 10. The missing $0.08$ of a decade is a factor $10^{0.08}\approx1.20$. An error below one percent in the size of a decade has become 20 percent in the current.

The same amplification acts on a rounded thermal energy. If $kT$ in the exponent is changed by a small amount $\delta(kT)$, then
\begin{equation}
\delta\ln J_s\approx\frac{\phi}{kT}\,\frac{\delta(kT)}{kT},
\end{equation}
so a relative error in $kT$ is magnified about 23 times. With $kT=0.026\ \mathrm{eV}$ in the exponent, which is high by $0.57$ percent, the result is $1.03\ \mathrm{mA/cm^2}$. With $0.0259\ \mathrm{eV}$ it is $0.94\ \mathrm{mA/cm^2}$. Two correct digits in the answer need four digits in $kT$ here. The rounding of $A$ from $120.17$ to 120, by contrast, enters without magnification and shifts $J_s$ by $0.14$ percent.

The scaling law (\ref{eq:scaling}) had the right dependence on $T$, $\phi$ and $m$, and comparison with (\ref{eq:richardson}) shows that the missing pure number is $4\pi$. Its origin can be read from the derivation: 2 is for spin, $2\pi$ comes from the transverse integral (\ref{eq:transverse}), and the normal integral (\ref{eq:normal}) contributes 1. Had no Richardson constant been given, the bare scaling law would have been too small by this factor of about 13. In terms of the barrier, that is an error of $kT\ln(4\pi)\approx65\ \mathrm{meV}$. A modest uncertainty in the barrier thus weighs as much as the whole numerical prefactor.

\section{What the result means for a contact}

The barrier was given to two decimals. If that means $0.60\pm0.005\ \mathrm{eV}$, the factor $e^{0.005\times38.7}\approx1.21$ allows any value from about $0.74$ to $1.09\ \mathrm{mA/cm^2}$. The answer $0.90\ \mathrm{mA/cm^2}$ is sharp as arithmetic on the stated inputs, but the rounding of the barrier alone leaves it uncertain by roughly 20 percent, and the effects left out of the model, listed below, can change the current of a real contact by a factor of two or more.

The current density also tells whether the contact conducts well at small voltages. For $|qV|\ll kT$, expand (\ref{eq:diode}) to first order: $J\approx J_s\,qV/kT$. The contact then obeys Ohm's law, with a resistance times area of
\begin{equation}
\rho_c=\frac{V}{J}=\frac{kT}{qJ_s}=\frac{0.025852\ \mathrm{V}}{8.99\times10^{-4}\ \mathrm{A/cm^2}}\approx29\ \Omega\,\mathrm{cm^2}.
\end{equation}
For the contact of $1.0\times10^{-4}\ \mathrm{cm^2}$ this is about $0.29\ \mathrm{M\Omega}$. Such a contact serves as a rectifier and is a poor way to bring current into a device. Within the thermionic model, each reduction of the barrier by $59.5\ \mathrm{meV}$ lowers $\rho_c$ tenfold as long as the barrier stays several $kT$ high. With the full Fermi function the factor falls to about $9.6$ for a step down from $0.12\ \mathrm{eV}$ and to about $7.3$ for a step down from $0.06\ \mathrm{eV}$.

The assumptions fail in recognizable ways.

\begin{itemize}
\item If an electric field at the interface lowers the barrier by $\Delta$, the flux from the metal grows by $e^{\Delta/kT}$. Where $\Delta$ increases with reverse voltage, the reverse current keeps rising and does not saturate. The image force is such a case, with $\Delta\approx q\sqrt{q\mathcal E/4\pi\varepsilon}$ for a field $\mathcal E$ and permittivity $\varepsilon$. For $B=0.40\ \mathrm{eV}$, uniform doping and a relative permittivity of 12, the field at zero bias is about $3.6\times10^{4}\ \mathrm{V/cm}$ and $\Delta\approx21\ \mathrm{meV}$, a factor of $2.2$ in the flux; between $-0.2$ and $-5\ \mathrm{V}$ the reverse current roughly doubles.
\item If the barrier is thin enough for tunnelling, electrons below its top add a current that (\ref{eq:richardson}) leaves out. The formula then underestimates the total, unless reflection above the top outweighs this gain.
\item If a fraction of the arriving electrons, independent of energy, is reflected, $J_s$ is reduced by that fraction. This acts as a smaller $A$. Quantum reflection need be neither small nor independent of energy: at an abrupt step from a free-electron metal with a Fermi energy of $5\ \mathrm{eV}$, the transmission $4k_1k_2/(k_1+k_2)^2$, with $k_1$ and $k_2$ the normal wave numbers on the two sides, averages only about $0.21$ over the flux at $300\ \mathrm{K}$ and rises slowly with temperature.
\item If electrons are scattered near the top of the barrier, the current is reduced by roughly $1/(1+v_R/\mu\mathcal E)$, with $v_R=\sqrt{kT/2\pi m}\approx2.7\times10^{6}\ \mathrm{cm/s}$, mobility $\mu$ and field $\mathcal E$. For the field above this factor is about $0.93$ at $\mu=1000\ \mathrm{cm^2/Vs}$ and $0.57$ at $100\ \mathrm{cm^2/Vs}$.
\item If the barrier varies with temperature as $\phi=\phi_0-aT$, then $e^{-\phi/kT}=e^{a/k}e^{-\phi_0/kT}$. A plot of $\ln(J_s/T^2)$ against $1/T$ is still straight, but its slope gives $\phi_0$ and not the barrier at the working temperature, and its intercept gives $Ae^{a/k}$ and not $A$.
\end{itemize}

The numerical output below includes the flux (\ref{eq:flux}) integrated with the full Fermi function. It gives $0.901\ \mathrm{mA/cm^2}$, and the small excess over $0.899\ \mathrm{mA/cm^2}$ comes from using the unrounded Richardson constant.

\section*{Computed values}
\begin{verbatim}
Barrier phi: 0.60 eV
Richardson constant A, given: 120 A/cm^2/K^2
Richardson constant, free-electron mass: 120.17 A/cm^2/K^2
Temperature T: 300 K
Boltzmann constant k: 8.617333e-05 eV/K
Thermal energy kT: 0.025852 eV
Exponent phi/kT: 23.209 (no unit)
Boltzmann factor exp(-phi/kT): 8.326e-11 (no unit)
Prefactor A T^2: 1.080e+07 A/cm^2
Saturation current density J_s: 8.992e-04 A/cm^2
Saturation current density J_s: 0.899 mA/cm^2
Flux integral, free-electron mass: 0.901 mA/cm^2
Flux from semiconductor bulk, zero bias: 0.901 mA/cm^2
Band bending used for that flux: 0.40 eV
Leading Fermi correction exp(-phi/kT)/4: 2.1e-11 (no unit)
Low test barrier: 0.05 eV
Boltzmann form too large there by: 3.52 percent
Net flux integral at bias -0.20 V: -0.900 mA/cm^2
Net flux integral at bias +0.10 V: 42.194 mA/cm^2
Contact side: 100 um
Contact area: 1.0e-04 cm^2
Saturation current of this contact: 89.9 nA
J_s for barrier 0.59 eV: 1.324 mA/cm^2
J_s for barrier 0.61 eV: 0.611 mA/cm^2
J_s at 301 K: 0.978 mA/cm^2
Slope d ln J_s/dphi from flux: -38.68 per eV
Slope d ln J_s/dT from flux: 0.0840 per K
Barrier change for a factor of ten: 59.5 meV
J_s with kT rounded to 0.0259 eV: 0.939 mA/cm^2
J_s with kT rounded to 0.026 eV: 1.026 mA/cm^2
\end{verbatim}
